# Kirkendall planes: constant composition and the velocity-curve construction: a program that tests the result

```python
"""Kirkendall planes in an infinite binary diffusion couple.

Result under test: a marker that starts at the contact plane z = 0 can keep
constant composition; it then moves as z = const*sqrt(t), so v = z/(2t), and such
planes are the intersections of the velocity curve v(z,t) with the line z/(2t).
N       atomic fraction of B (0 far left, 1 far right), constant atomic volume
dA, dB  intrinsic diffusion coefficients (um^2/h)
v       (dB - dA) dN/dz, lattice velocity relative to the unreacted ends
lam     z/sqrt(t);  phi = v*sqrt(t);  p = t*dv/dz at a plane (separation exponent)
The independent check follows cells fixed to the lattice, which exchange A and B by
intrinsic fluxes and change width with their contents; it never uses v or the
interdiffusion coefficient.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_bvp, solve_ivp
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.special import erf


def make_edges(left, right, scale, n):
    """Cell edges, finest at the contact plane, which is edge number n."""
    lo = -scale * np.sinh(np.linspace(np.arcsinh(left / scale), 0, n + 1))
    hi = scale * np.sinh(np.linspace(0, np.arcsinh(right / scale), n + 1))
    return np.concatenate([lo, hi[1:]])


def face_fraction(n, w):
    return (w[1:] * n[:-1] + w[:-1] * n[1:]) / (w[1:] + w[:-1])


def lattice_run(edges, n_start, dA, dB, t_start, times):
    """Return edge positions, cell fractions and cell widths at each time."""
    w0 = np.diff(edges)
    y0 = np.empty(2 * len(w0))
    y0[0::2], y0[1::2] = (1 - n_start) * w0, n_start * w0

    def rhs(t, y):
        w = y[0::2] + y[1::2]
        n = y[1::2] / w
        grad = np.diff(n) / (0.5 * (w[1:] + w[:-1]))
        nf = face_fraction(n, w)
        flux_a, flux_b = dA(nf) * grad, -dB(nf) * grad
        out = np.zeros_like(y)
        out[0:-2:2] -= flux_a
        out[2::2] += flux_a
        out[1:-2:2] -= flux_b
        out[3::2] += flux_b
        return out

    sol = solve_ivp(rhs, (t_start, times[-1]), y0, method="LSODA", t_eval=times,
                    lband=3, uband=3, rtol=1e-7, atol=1e-9)
    assert sol.success
    result = []
    for y in sol.y.T:
        w = y[0::2] + y[1::2]
        pos = edges[0] + np.concatenate([[0.0], np.cumsum(w)])
        result.append((pos, y[1::2] / w, w))
    return result


def find_roots(func, grid):
    val = np.array([func(x) for x in grid])
    return [brentq(func, grid[i], grid[i + 1], xtol=1e-12)
            for i in range(len(grid) - 1) if val[i] * val[i + 1] < 0]


T = 100.0  # h, time of the worked example

# ---------- Couple 1: constant intrinsic coefficients ----------
DA1, DB1 = 20.0, 80.0


def dA1(n):
    return DA1 + 0 * n


def dB1(n):
    return DB1 + 0 * n


def inter1(n):
    return (1 - n) * DB1 + n * DA1


def similarity_rhs(lam, y):
    slope = y[1] / inter1(y[0])
    return np.array([slope, -0.5 * lam * slope])


lam_grid = np.linspace(-80, 60, 1401)
d_guess = 0.5 * (DA1 + DB1)
guess = np.array([0.5 * (1 + erf(lam_grid / np.sqrt(4 * d_guess))),
                  d_guess * np.exp(-lam_grid**2 / (4 * d_guess))
                  / np.sqrt(4 * np.pi * d_guess)])
bvp = solve_bvp(similarity_rhs, lambda a, b: np.array([a[0], b[0] - 1]),
                lam_grid, guess, tol=1e-7, max_nodes=30000)
assert bvp.success


def phi1(lam):
    n, q = bvp.sol(lam)
    return (DB1 - DA1) * q / inter1(n)


roots1 = find_roots(lambda x: phi1(x) - x / 2, np.linspace(-79, 59, 1381))
assert len(roots1) == 1
lam1 = roots1[0]
n1 = float(bvp.sol(lam1)[0])
p1 = (phi1(lam1 + 0.01) - phi1(lam1 - 0.01)) / 0.02
z1 = lam1 * np.sqrt(T)
v1 = phi1(lam1) / np.sqrt(T)
assert p1 < 0.5

half = 350
edges1 = make_edges(900.0, 900.0, 1.0, half)
step = np.where(np.arange(2 * half) < half, 0.0, 1.0)
times1 = [1.0, 10.0, 99.0, 100.0, 101.0]
run1 = lattice_run(edges1, step, dA1, dB1, 0.0, times1)
marker_z = [r[0][half] for r in run1]
marker_n = [face_fraction(r[1], r[2])[half - 1] for r in run1]
marker_v = (marker_z[4] - marker_z[2]) / (times1[4] - times1[2])
assert max(abs(x - n1) for x in marker_n) < 0.005   # constant composition
assert abs(marker_z[3] / z1 - 1) < 0.01             # predicted path
assert abs(marker_v / (marker_z[3] / (2 * T)) - 1) < 0.01

pos, frac, width = run1[3]
mid = 0.5 * (pos[1:] + pos[:-1])
mid0 = 0.5 * (edges1[1:] + edges1[:-1])
inside = (mid > -700) & (mid < 500)
profile_dev = np.max(np.abs(frac - bvp.sol(mid / np.sqrt(T))[0])[inside])
assert profile_dev < 0.005
# velocity recovered from displacements y of markers that began at mid0
dy_dz0 = width / np.diff(edges1) - 1
v_disp = ((mid - mid0) - mid0 * dy_dz0) / (2 * T)
v_curve = phi1(mid / np.sqrt(T)) / np.sqrt(T)
disp_dev = np.max(np.abs(v_disp - v_curve)[inside]) / np.max(v_curve[inside])
assert disp_dev < 0.01

# short B side: the couple is no longer infinite
short_b = 60.0
run_s = lattice_run(make_edges(900.0, short_b, 1.0, half), step, dA1, dB1,
                    0.0, [1.0, 100.0])
short_n = [face_fraction(r[1], r[2])[half - 1] for r in run_s]
assert abs(short_n[0] - n1) < 0.005 and abs(short_n[1] - n1) > 0.02

# ---------- Couple 2: constant interdiffusion coefficient, three planes ----------
D0, SIGMA, NC = 36.0, 10.0, 0.48


def dA2(n):
    return D0 * (1 - (1 - n) * SIGMA * (n - NC))


def dB2(n):
    return D0 * (1 + n * SIGMA * (n - NC))


n_all = np.linspace(0, 1, 1001)
assert min(dA2(n_all).min(), dB2(n_all).min()) > 0
assert np.allclose((1 - n_all) * dB2(n_all) + n_all * dA2(n_all), D0)


def frac2(z, t):
    return 0.5 * (1 + erf(z / np.sqrt(4 * D0 * t)))


def v2(z, t):
    n = frac2(z, t)
    grad = np.exp(-z**2 / (4 * D0 * t)) / np.sqrt(4 * np.pi * D0 * t)
    return (dB2(n) - dA2(n)) * grad


planes = np.array(find_roots(lambda z: v2(z, T) - z / (2 * T),
                             np.linspace(-400, 400, 1602)))
assert len(planes) == 3
p2 = np.array([T * (v2(z + 0.01, T) - v2(z - 0.01, T)) / 0.02 for z in planes])
assert p2[0] < 0.5 < p2[1] and p2[2] < 0.5

# lattice simulation from the profile at an early time
T_EARLY = 10.0
edges2 = make_edges(600.0, 600.0, 30.0, 300)
mid2 = 0.5 * (edges2[1:] + edges2[:-1])
pos2, fr2, w2 = lattice_run(edges2, frac2(mid2, T_EARLY), dA2, dB2,
                            T_EARLY, [T])[0]
path = CubicSpline(edges2, pos2)
z_early = planes * np.sqrt(T_EARLY / T)
z_late = path(z_early)
n_late = CubicSpline(0.5 * (pos2[1:] + pos2[:-1]), fr2)(z_late)
stretch = path(z_early, 1)
p_sim = np.log(stretch) / np.log(T / T_EARLY)
assert np.max(np.abs(z_late - planes)) < 0.5
assert np.max(np.abs(n_late - frac2(planes, T))) < 0.004
assert np.max(np.abs(p_sim - p2)) < 0.02


def follow(z_begin, t_begin, t_out):
    """Marker path dz/dt = v2, integrated in ln t."""
    sol = solve_ivp(lambda s, z: np.exp(s) * v2(z, np.exp(s)),
                    (np.log(t_begin), np.log(t_out[-1])), [z_begin],
                    t_eval=np.log(t_out), rtol=1e-9, atol=1e-13, method="LSODA")
    assert sol.success
    return sol.y[0]


# markers placed 1 um off the contact plane go to the outer planes
T_LONG = 1e6
off_left = follow(-1.0, 1e-4, [T, T_LONG])
off_right = follow(1.0, 1e-4, [T, T_LONG])
assert abs(off_left[1] / (planes[0] * np.sqrt(T_LONG / T)) - 1) < 0.01
assert abs(off_right[1] / (planes[2] * np.sqrt(T_LONG / T)) - 1) < 0.01

# a path that also begins at the contact plane but changes composition
Z_END = 30.0
back_t = np.array([T, 1.0, 0.01, 1e-10])
back_z = follow(Z_END, T, back_t)
back_n = frac2(back_z, back_t)
assert abs(back_z[-1]) < 1e-4
assert abs(back_n[-1] - frac2(planes[1], T)) < 0.002
assert back_n[0] - back_n[2] > 0.05

# ---------- printed results ----------
to_cm = constants.micro / constants.centi
print(f"Time of worked example: {T:.0f} h")
print(f"Couple 1: D_A = {DA1:.0f}, D_B = {DB1:.0f} um^2/h")
print(f"1: number of planes = {len(roots1)}")
print(f"1: lambda* = {lam1:.4f} um/h^0.5")
print(f"1: plane composition N_B = {n1:.4f}")
print(f"1: plane position z = {z1:.3f} um = {z1 * to_cm:.4e} cm")
print(f"1: plane velocity v = {v1:.5f} um/h = {v1 * to_cm / constants.hour:.4e} cm/s")
print(f"1: exponent p = {p1:.4f}")
for k in (0, 1, 3):
    print(f"1: lattice run t = {times1[k]:.0f} h: marker z = {marker_z[k]:.3f} um,"
          f" N_B = {marker_n[k]:.4f}")
print(f"1: lattice run, marker velocity at {T:.0f} h = {marker_v:.5f} um/h")
print(f"1: lattice run, z/(2t) at {T:.0f} h = {marker_z[3] / (2 * T):.5f} um/h")
print(f"1: largest profile difference in N_B = {profile_dev:.1e}")
print(f"1: displacement formula, largest error / peak v = {disp_dev:.1e}")
print(f"1: B side only {short_b:.0f} um: marker N_B = {short_n[0]:.4f} at 1 h,"
      f" {short_n[1]:.4f} at 100 h")
print(f"Couple 2: D0 = {D0:.0f} um^2/h, s = {SIGMA:.0f}(N_B - {NC:.2f})")
print(f"2: D_A at N_B=0, 1: {dA2(0.0):.1f}, {dA2(1.0):.1f} um^2/h")
print(f"2: D_B at N_B=0, 1: {dB2(0.0):.1f}, {dB2(1.0):.1f} um^2/h")
print(f"2: smallest D_A, D_B: {dA2(n_all).min():.2f}, {dB2(n_all).min():.2f} um^2/h")
print(f"2: slope of line 1/(2t) = {1 / (2 * T):.5f} 1/h")
for name, z, p in zip(("left", "middle", "right"), planes, p2):
    print(f"2 {name}: z = {z:.3f} um = {z * to_cm:.4e} cm, N_B = {frac2(z, T):.4f}")
    print(f"2 {name}: v = {v2(z, T):.5f} um/h, dv/dz = {p / T:.5f} 1/h, p = {p:.4f}")
for name, a, b, n, s, p in zip(("left", "middle", "right"), z_early, z_late,
                               n_late, stretch, p_sim):
    print(f"2 {name}, lattice run: z = {a:.3f} um at {T_EARLY:.0f} h,"
          f" {b:.3f} um at {T:.0f} h")
    print(f"2 {name}, lattice run: N_B = {n:.4f}, stretch = {s:.3f}, p = {p:.4f}")
for z in (-120.0, -80.0, -40.0, 0.0, 40.0, 80.0, 120.0):
    print(f"2 curve: z = {z:.0f} um, v = {v2(z, T):.4f}, z/(2t) = {z / (2 * T):.4f} um/h")
print(f"2: markers begun at -1, +1 um: z = {off_left[0]:.2f}, {off_right[0]:.2f} um"
      f" at {T:.0f} h")
for t, z, n in zip(back_t, back_z, back_n):
    print(f"2: changing path t = {t:.3g} h: z = {z:.4g} um, N_B = {n:.4f}")
print("checks complete")
```

Running it gives:

```
Time of worked example: 100 h
Couple 1: D_A = 20, D_B = 80 um^2/h
1: number of planes = 1
1: lambda* = 5.0834 um/h^0.5
1: plane composition N_B = 0.6529
1: plane position z = 50.834 um = 5.0834e-03 cm
1: plane velocity v = 0.25417 um/h = 7.0603e-09 cm/s
1: exponent p = -0.0000
1: lattice run t = 1 h: marker z = 5.083 um, N_B = 0.6529
1: lattice run t = 10 h: marker z = 16.075 um, N_B = 0.6529
1: lattice run t = 100 h: marker z = 50.833 um, N_B = 0.6529
1: lattice run, marker velocity at 100 h = 0.25417 um/h
1: lattice run, z/(2t) at 100 h = 0.25416 um/h
1: largest profile difference in N_B = 9.5e-06
1: displacement formula, largest error / peak v = 8.9e-05
1: B side only 60 um: marker N_B = 0.6529 at 1 h, 0.4132 at 100 h
Couple 2: D0 = 36 um^2/h, s = 10(N_B - 0.48)
2: D_A at N_B=0, 1: 208.8, 36.0 um^2/h
2: D_B at N_B=0, 1: 36.0, 223.2 um^2/h
2: smallest D_A, D_B: 11.66, 15.26 um^2/h
2: slope of line 1/(2t) = 0.00500 1/h
2 left: z = -65.243 um = -6.5243e-03 cm, N_B = 0.2210
2 left: v = -0.32622 um/h, dv/dz = 0.00145 1/h, p = 0.1450
2 middle: z = -11.736 um = -1.1736e-03 cm, N_B = 0.4450
2 middle: v = -0.05868 um/h, dv/dz = 0.00771 1/h, p = 0.7711
2 right: z = 75.892 um = 7.5892e-03 cm, N_B = 0.8144
2 right: v = 0.37946 um/h, dv/dz = -0.00042 1/h, p = -0.0424
2 left, lattice run: z = -20.632 um at 10 h, -65.243 um at 100 h
2 left, lattice run: N_B = 0.2210, stretch = 1.396, p = 0.1450
2 middle, lattice run: z = -3.711 um at 10 h, -11.735 um at 100 h
2 middle, lattice run: N_B = 0.4450, stretch = 5.903, p = 0.7711
2 right, lattice run: z = 23.999 um at 10 h, 75.892 um at 100 h
2 right, lattice run: N_B = 0.8144, stretch = 0.907, p = -0.0424
2 curve: z = -120 um, v = -0.2499, z/(2t) = -0.6000 um/h
2 curve: z = -80 um, v = -0.3333, z/(2t) = -0.4000 um/h
2 curve: z = -40 um, v = -0.2443, z/(2t) = -0.2000 um/h
2 curve: z = 0 um, v = 0.0339, z/(2t) = 0.0000 um/h
2 curve: z = 40 um, v = 0.3049, z/(2t) = 0.2000 um/h
2 curve: z = 80 um, v = 0.3767, z/(2t) = 0.4000 um/h
2 curve: z = 120 um, v = 0.2748, z/(2t) = 0.6000 um/h
2: markers begun at -1, +1 um: z = -66.29, 76.10 um at 100 h
2: changing path t = 100 h: z = 30 um, N_B = 0.6382
2: changing path t = 1 h: z = -0.02353 um, N_B = 0.4989
2: changing path t = 0.01 h: z = -0.08607 um, N_B = 0.4596
2: changing path t = 1e-10 h: z = -1.172e-05 um, N_B = 0.4451
checks complete
```
